# How a One-Signed Diffusion Flux Restricts Phase Sequences in Ternary Couples

## 1. What form the restriction can take

A planar reaction couple of three components is held at fixed temperature and pressure. Its layers are single phases, and component $i$ diffuses through them down its own chemical potential $\mu_i$. Which orders of the layers are compatible with this motion?

The form of the answer follows from invariance. Consider a layer without internal sources, with fixed potentials at its two faces. Stretching it, or multiplying its transport coefficient by a positive number, changes the size of a flux but not its direction. A condition that is to hold for all thicknesses and all positive coefficients therefore contains no length, time or mobility. Adding a constant to $\mu_i$ everywhere, which is a change of reference state, changes no flux either, so only differences of $\mu_i$ can appear. Finally, reversing the $x$ axis reverses the flux and the order of the layers together, so the order must be read along the flux. What remains is a set of inequalities between values of $\mu_i$ at different interfaces, read in the direction of the flux. The task is to find which values enter.

## 2. The flux law and its status

Let $J_i$ be the molar flux of $i$ relative to the crystal lattice, positive toward increasing $x$. Stress is neglected and vacancies are taken to be at equilibrium, so they add no driving force. The entropy production $\sigma$ per unit volume then obeys

$$T\sigma=-\sum_i J_i\frac{d\mu_i}{dx}\ge 0. \tag{1}$$

This bounds the sum and not each term: one component may move uphill if others dissipate enough. A further assumption is therefore needed. It is sufficient that cross coefficients are negligible:

$$J_i=-L_i\frac{d\mu_i}{dx},\qquad L_i>0. \tag{2}$$

Each term in (1) is now $L_i(d\mu_i/dx)^2\ge0$. Section 7 shows what happens without this assumption.

In a layer of nearly fixed composition the concentration of $i$ cannot change with time. If the layer contains no sources of $i$, and no lattice planes are created or removed inside it, conservation gives $dJ_i/dx=0$ at each instant, even while the interfaces move. This is the sense of "steady" here. Dividing (2) by $L_i$ and integrating across a layer of thickness $d$, with $J_i$ taken outside the integral because it is uniform, gives

$$J_i\int_0^d\frac{dx}{L_i(x)}=\mu_i(0)-\mu_i(d). \tag{3}$$

The integral is positive whatever the profile $L_i(x)$. A nonzero flux toward $+x$ thus requires a strict fall of $\mu_i$ across the layer. Keeping the vacancies at equilibrium may require lattice planes to be created or removed inside the layer. The flux of a main component relative to the lattice then varies with $x$, and the left side of (3) becomes $\int_0^d (J_i/L_i)\,dx$. This is still positive if $J_i$ is positive throughout, so the fall is required in that case too. Local equilibrium makes $\mu_i$ continuous at each interface, so the falls in successive layers add up.

They add up as long as the flux keeps one sign. Suppose a plane in the middle of a layer with uniform $L$ releases $i$ at the rate $q$ per unit area. With potential $\mu_m$ at that plane, the flux leaving to the right minus the flux arriving from the left equals $q$:

$$\frac{2L}{d}\left[\mu_m-\mu(d)\right]-\frac{2L}{d}\left[\mu(0)-\mu_m\right]=q .$$

Collecting the two terms in $\mu_m$ gives

$$\mu_m=\frac{\mu(0)+\mu(d)}{2}+\frac{qd}{4L}. \tag{4}$$

For large enough $q$ this exceeds both face values, and $i$ flows out on both sides. Take faces at $-20$ and $-10$ kJ/mol, $d=1$ µm, $L=1.002\times10^{-15}$ mol²/(J m s) and $q=3.0\times10^{-5}$ mol/(m² s). The last term is $7.48$ kJ/mol, so $\mu_m=-15+7.48=-7.52$ kJ/mol, an interior maximum. The rule below therefore applies to a part of the couple in which $J_i$ is nonzero and of one sign.

## 3. What local equilibrium allows at an interface

Let phase $P$ have the formula vector $\mathbf n_P$ (the numbers of A, B and C atoms) and the energy $G_P$ per formula unit. Potentials and energies are measured from the pure elements. Homogeneity ranges are taken as narrow: wide enough to carry potential gradients, too narrow to change $G_P$ noticeably. Where $P$ and $Q$ meet,

$$\mathbf n_P\cdot\boldsymbol\mu=G_P,\qquad \mathbf n_Q\cdot\boldsymbol\mu=G_Q,\qquad \mathbf n_R\cdot\boldsymbol\mu\le G_R \tag{5}$$

for every other phase $R$. The inequality says that $R$ cannot lower the energy by forming.

Two equations for three potentials leave one degree of freedom, a line in $\boldsymbol\mu$ space. The inequalities cut a segment out of it. An end of the segment is reached when a third phase becomes stable, and that point is a three-phase equilibrium. For a tie-line inside the composition triangle, the two ends are thus the potentials of the two adjoining tie-triangles. If the tie-line lies on a binary edge, the activity of the missing component can go to zero, and the segment runs to $-\infty$ in that component.

Projected on the $\mu_i$ axis, the segment at interface $k$ gives an interval

$$a_k\le\mu_{i,k}\le b_k, \tag{6}$$

and every value in it is attained, because a segment has no gaps. For the existence of stable potentials, the layer between two interfaces raises no new condition. If both end points satisfy (5) for the phase of that layer, so does every point on the straight line between them, since all the conditions are linear. The actual profiles follow this line only if the coefficients $L_i(x)$ of the components have the same shape. Otherwise a third phase can become supersaturated inside the layer. With the face values of Section 7, a uniform $L_B$ and the profile $L_0e^{2x/d}$ of Section 6 for C, $\mu_B+\mu_C$ exceeds the energy of BC by up to 2.9 kJ/mol inside AB. Passing the rule below therefore does not guarantee that a layer stays single-phase.

## 4. The sequence rule

Number the interfaces $k=1,2,\dots,n$ along the flux of $i$. By (3), the flux requires

$$\mu_{i,1}>\mu_{i,2}>\dots>\mu_{i,n}. \tag{7}$$

Values satisfying both (6) and (7) exist if and only if

$$a_k<b_j\qquad\text{for every pair } j<k. \tag{8}$$

**Necessity.** If such values exist, then for $j<k$ we have $a_k\le\mu_{i,k}<\mu_{i,j}\le b_j$, which is (8).

**Sufficiency.** Let $m_k$ be the smallest of $b_1,\dots,b_k$, so that $m_k\le m_{k-1}$ and $m_k\le b_k$. Choose

$$\mu_{i,k}=\max\left(a_k,\;m_k-k\varepsilon\right),\qquad \varepsilon>0. \tag{9}$$

This lies in the interval (6): it is not below $a_k$, and both arguments of the maximum are at most $b_k$. By (8), $a_k<m_{k-1}$ for each $k\ge2$. There are finitely many interfaces, so $\varepsilon$ can be made small enough that $a_k<m_{k-1}-(k-1)\varepsilon$ for all of them. Now compare $\mu_{i,k}$ with $\mu_{i,k-1}$, which by (9) is at least $m_{k-1}-(k-1)\varepsilon$:

- If $\mu_{i,k}=a_k$, it is smaller by the choice of $\varepsilon$.
- If $\mu_{i,k}=m_k-k\varepsilon$, it is smaller because $m_k\le m_{k-1}$ and $k\varepsilon>(k-1)\varepsilon$.

The sequence is strictly decreasing, which completes the proof.

Condition (8) has the form expected in Section 1. It compares different interfaces with each other, so a sequence in which each contact is a valid tie-line can still fail. All pairs must be checked, not neighbours alone: the intervals $[-4,-2]$, $[-5,2]$, $[1,1]$ pass both neighbour tests, yet the first and third fail because $1<-2$ is false.

The rule excludes sequences; it does not select one. Given potentials that obey (7), equation (3) can be met for any prescribed positive fluxes by suitable values of $\int dx/L_i$. Whether the real coefficients and growth rates supply those values is a kinetic question that (8) leaves open. Several components may also have to be satisfied by the same vectors $\boldsymbol\mu_k$, which is a demand at least as strong as (8) for each one separately.

## 5. A couple that rejects one of its components

Consider A joined to the compound BC. A forms A$_2$B and AB with B, but no compound with C, so the reaction sets C free. Suppose C collects in a layer of its own. Where can that layer lie?

Growth of an A–B compound needs B, and BC is its one source, so BC is consumed. Suppose BC touches a layer $P$ whose C content is negligible. Let $x$ now point from BC toward A. Let $c$ be the concentration of C in BC, $v$ the velocity of the BC lattice, and $w$ that of the interface. Nothing diffuses in the uniform BC, so C reaches the interface at the rate $c(v-w)$. This is positive because the interface advances into BC. In $P$ the convected amount, concentration times velocity, is negligible, and diffusion must carry everything:

$$J_C^{P}=c\,(v-w)>0. \tag{10}$$

For the same reason the flux of C relative to the lattice and that relative to the laboratory agree in $P$. Any further C-free layer stores nothing and passes the same flux on, until the C layer is reached. All this holds to leading order in the ratio of the C content of these layers to that of BC.

At the face of the C layer, $\mu_C=0$, the value for the pure element. At every other interface $\mu_C\le0$, since otherwise pure C would precipitate. For the last interface, $a_n=0$; for the first, $b_1\le0$. Condition (8) would require $0<b_1$, which is false. Within the diagonal law, therefore, **a planar layer of pure C that takes up the released C must touch BC.** The argument does not apply to a C layer that receives no C. The argument uses no numerical energies. It does use that the C layer is pure and that C precipitates wherever $\mu_C$ would exceed zero. Where $b_1=0$ the exclusion is marginal. A C layer that dissolves some A or B has $\mu_C$ below zero by about $RT$ times the solute fraction, and a small fall can then open. In the model of Section 6, take solute fractions $10^{-2}e^{\mu_A/RT}$ and $10^{-4}e^{\mu_B/RT}$ in C. The best fall across AB in $\mathrm{A|A_2B|C|AB|BC}$ is then $4\times10^{-4}$ kJ/mol instead of zero. The rule thus holds to leading order in this solubility as well. In the allowed arrangement BC decomposes in place: C stays behind, and B leaves through the C layer.

## 6. Numerical example

The model system has round formation energies per formula unit: $-150$ kJ/mol for A$_2$B, $-100$ for AB and $-40$ for BC, at 1200 K. The triangle A$_2$B + AB + C shows how the potentials arise. With $\mu_C=0$,

$$2\mu_A+\mu_B=-150,\qquad \mu_A+\mu_B=-100 .$$

Subtraction gives $\mu_A=-50$, and then $\mu_B=-50$ kJ/mol. The four triangles, with $(\mu_A,\mu_B,\mu_C)$ in kJ/mol, are:

- A + A$_2$B + C: $(0,-150,0)$
- A$_2$B + AB + C: $(-50,-50,0)$
- AB + BC + C: $(-60,-40,0)$
- AB + B + BC: $(-100,0,-40)$

**Order of the C layer.** Two sequences contain the same products:

$$\mathrm{A\,|\,A_2B\,|\,AB\,|\,C\,|\,BC}\qquad\text{and}\qquad \mathrm{A\,|\,A_2B\,|\,C\,|\,AB\,|\,BC}.$$

For equal amounts of A$_2$B and AB, both correspond to

$$3\,\mathrm A+2\,\mathrm{BC}\to\mathrm{A_2B}+\mathrm{AB}+2\,\mathrm C,$$

with the energy $-150-100-2(-40)=-170$ kJ. Neither the overall driving force nor the tie-lines separate them. The C flux does. In the second sequence it meets AB|BC, where $\mu_C$ lies between $-40$ and $0$, and then C|AB, where $\mu_C=0$. The largest possible fall is zero, so no C can cross the AB layer from BC to the C layer. The first sequence has no layer between BC and C, and the obstacle is absent.

There are eight sequences from A to BC that repeat no phase and contain a C layer and at least one A–B compound. Two are allowed, $\mathrm{A|A_2B|C|BC}$ and $\mathrm{A|A_2B|AB|C|BC}$, and in both C touches BC. Three of the other six have a best smallest fall of zero. The remaining three contain a layer of pure B next to BC, and for them the figure is negative: a rise is forced. In $\mathrm{A|C|A_2B|AB|B|BC}$, for instance, $\mu_C$ is $-40$ at B|BC and at most $-40$ at AB|B. It must then reach $0$ in two steps, through A$_2$B|AB to C|A$_2$B. Shared equally, each step is a rise of 20 kJ/mol, which is the printed value of $-20$.

**The survivors and the other components.** B must move toward A. In both allowed sequences $\mu_A$ then falls toward BC, so A moves the other way. In $\mathrm{A|A_2B|AB|C|BC}$, $\mu_B$ is $-50$ at A$_2$B|AB and $-40$ at C|BC. These 10 kJ/mol are shared by the AB and C layers, so the smaller share is at most 5 kJ/mol, reached with $\mu_B=-45$ at AB|C. There $\mu_A=-100+45=-55$, which also lies 5 below its value of $-50$ at A$_2$B|AB.

In $\mathrm{A|A_2B|C|BC}$, let $\mu_A=-s$ at A$_2$B|C. Then $\mu_B=-150+2s$ there. The fall of $\mu_A$ across A$_2$B is $s$, and the fall of $\mu_B$ across C, from $-40$, is $110-2s$. The smaller of the two is largest when $s=110-2s$, so $s=36.7$ kJ/mol. The fall of $\mu_B$ across A$_2$B is $2s$, which is larger. The fall of $\mu_A$ across C can be made at least as large as $s$ by taking $\mu_A\le-73.3$ kJ/mol at C|BC, which stability allows.

Both sequences thus pass jointly, $\mathrm{A|A_2B|AB|C|BC}$ with much less room. These margins concern potentials and are not growth rates. At C|BC stability of BC against AB requires $\mu_A\le-60$, so $\mu_A$ falls across the C layer too. Any A that crosses it must dissolve in BC or be taken up by the C layer as it grows. If both hold very little A, the flux of A through C must be correspondingly small.

**A restriction from A.** Now suppose that plates of C are built into the couple from the start, so that C need not flow. Can A pass first through AB and then, beyond a C plate, reach A$_2$B? At AB|C the triangles give $-60\le\mu_A\le-50$, and at C|A$_2$B they give $-50\le\mu_A\le0$. Condition (8) asks for $-50<-50$ and fails. In the reverse order it asks for $-60<0$ and holds. The compound richer in A must come first along the A flux, even though C coexists with both.

**Size of the wrong-way flux.** Take the excluded contact with AB 1 µm thick, $\mu_C=-20$ kJ/mol at BC and $0$ at the C layer. For dilute C with concentration $c_C$ and diffusivity $D$, $\mu_C$ varies as $RT\ln c_C$. Fick's law $J_C=-D\,dc_C/dx$ then becomes (2) with $L=c_CD/RT$. The inputs $c_C=1000$ mol/m³ and $D=10^{-14}$ m²/s give $L_0=1.002\times10^{-15}$ mol²/(J m s) at the BC face. To illustrate (3) with a non-uniform coefficient, let $L=L_0e^{2x/d}$, a prescribed rise by a factor of 7.39. (This profile does not correspond to a uniform $D$, which would make $c_C$ linear in $x$ and give $-6.4\times10^{-5}$ mol/(m² s), a flux of the same sign and order. The dilute law would also put $c_C$ near 7400 mol/m³ at the C layer, or about 0.1 C atom per AB unit for a molar volume of 15 cm³/mol. That is no longer dilute, so the flux below is an illustration and not a prediction for a real compound.) Then

$$\int_0^d\frac{dx}{L}=\frac{d}{2L_0}\left(1-e^{-2}\right)=4.31\times10^{8}\ \mathrm{J\,m^2\,s/mol^2}, \tag{11}$$

and (3) gives

$$J_C=\frac{-2.0\times10^{4}}{4.31\times10^{8}}=-4.6\times10^{-5}\ \mathrm{mol/(m^2\,s)}.$$

The minus sign means that C flows from the C layer back to BC. Such a C layer would be consumed from this side, whereas (10) requires it to be fed. A finite-difference solution of the steady equation gives the same flux.

## 7. When the rule fails

The assumption most open to doubt is the diagonal law. Keep a coefficient $L_{CB}$ in the AB layer, set $L_{CA}=0$, and take all coefficients uniform. With $\Delta\mu$ denoting the value at the C layer minus that at BC,

$$J_C=-\frac{1}{d}\left(L_{CB}\,\Delta\mu_B+L_{CC}\,\Delta\mu_C\right). \tag{12}$$

The potentials $(\mu_A,\mu_B,\mu_C)$ are taken as $(-80,-20,-20)$ kJ/mol at AB|BC and $(-55,-45,0)$ at C|AB. Both satisfy (5). The differences are $(25,-25,20)$, and the first two cancel, as $\mu_A+\mu_B=-100$ requires. Setting $J_C>0$ in (12) and dividing by the positive number $-\Delta\mu_B$ gives

$$\frac{L_{CB}}{L_{CC}}>-\frac{\Delta\mu_C}{\Delta\mu_B}=\frac{20}{25}=0.8. \tag{13}$$

In units of $L_{CC}$, let $L_{AA}=1$, $L_{BB}=9$ and $L_{CB}=2$. The matrix is positive definite, with smallest eigenvalue 0.53. The diagonal law gives $J_C=-20$ in units of (kJ/mol)$\,L_{CC}/d$, while (12) gives $-(-50+20)=+30$. C now climbs its own potential into the C layer. The dissipation summed over the layer stays positive:

$$1\cdot25^2+9\cdot25^2+20^2-2\cdot2\cdot25\cdot20=4650$$

in units of (kJ/mol)$^2L_{CC}/d$. The flow of B pays for the climb. The second law alone would therefore not exclude this sequence; the exclusion rests on (2). The threshold (13) belongs to the chosen potentials and is no general limit. With $(-60,-40,0)$ at AB|BC and $(-50,-50,0)$ at C|AB, which (5) also allows, $\Delta\mu_C=0$ and $\Delta\mu_B=-10$ kJ/mol, so any positive $L_{CB}$ gives $J_C>0$.

Three other conditions matter. If the two phases at an interface are not in local equilibrium, the intervals (6) no longer bind. If a third phase merely fails to nucleate, only its inequality in (5) is lost, and the intervals may widen. This can undo the result of Section 5 even under the diagonal law. If C does not nucleate at AB|BC, $\mu_C$ there can reach $+10$ kJ/mol, and $\mathrm{A|A_2B|C|AB|BC}$ passes for A, B and C together with a margin of 5 kJ/mol. If an interface releases $i$ to both sides, (4) permits a maximum, and each side must be treated separately. And if C stays behind as particles inside an A–B compound, it need not cross a layer to reach a separate one. Exclusion of a planar sequence is thus no exclusion of a two-phase mixture of the same products.

The intervals for $\mu_C$ and the verdict on each sequence are listed in the numerical output. There, condition (8) was also compared with a direct search for decreasing potentials in 528 cases covering all three components. The two agreed in every case, and 63 cases were admissible.

## Numbers as computed

```
Temperature: 1200 K
Formation energy of A2B: -150.0 kJ/mol formula
Formation energy of AB: -100.0 kJ/mol formula
Formation energy of BC: -40.0 kJ/mol formula
Triangle A+A2B+C: mu_A, mu_B, mu_C = 0.0, -150.0, 0.0 kJ/mol
Triangle A2B+AB+C: mu_A, mu_B, mu_C = -50.0, -50.0, 0.0 kJ/mol
Triangle AB+BC+C: mu_A, mu_B, mu_C = -60.0, -40.0, 0.0 kJ/mol
Triangle AB+B+BC: mu_A, mu_B, mu_C = -100.0, 0.0, -40.0 kJ/mol
Interface A|A2B: mu_C from no lower limit to 0.0 kJ/mol
Interface A|C: mu_C from 0.0 to 0.0 kJ/mol
Interface A2B|AB: mu_C from no lower limit to 0.0 kJ/mol
Interface A2B|C: mu_C from 0.0 to 0.0 kJ/mol
Interface AB|B: mu_C from no lower limit to -40.0 kJ/mol
Interface AB|BC: mu_C from -40.0 to 0.0 kJ/mol
Interface AB|C: mu_C from 0.0 to 0.0 kJ/mol
Interface B|BC: mu_C from -40.0 to -40.0 kJ/mol
Interface BC|C: mu_C from 0.0 to 0.0 kJ/mol
General tests: 528, accepted 63 (count)
Reaction: 3 A + 2 BC -> A2B + AB + 2 C, energy -170.0 kJ
A|A2B|C|BC: allowed; C layer touches BC
A|C|AB|BC: excluded; best smallest mu_C drop 0.0 kJ/mol
A|A2B|AB|C|BC: allowed; C layer touches BC
A|A2B|C|AB|BC: excluded; best smallest mu_C drop 0.0 kJ/mol
A|C|A2B|AB|BC: excluded; best smallest mu_C drop 0.0 kJ/mol
A|C|AB|B|BC: excluded; best smallest mu_C drop -40.0 kJ/mol
A|A2B|C|AB|B|BC: excluded; best smallest mu_C drop -40.0 kJ/mol
A|C|A2B|AB|B|BC: excluded; best smallest mu_C drop -20.0 kJ/mol
Joint A and B margin, A|A2B|C|BC: 36.67 kJ/mol
Joint A and B margin, A|A2B|AB|C|BC: 5.00 kJ/mol
C in AB: concentration 1000 mol/m^3, D 1.0e-14 m^2/s
AB thickness: 1.0 um; L at BC face: 1.0023e-15 mol^2/(J m s)
L rises across AB by factor exp(2) = 7.389 (dimensionless)
mu_A, mu_B, mu_C at AB|BC: -80.0, -20.0, -20.0 kJ/mol
mu_A, mu_B, mu_C at C|AB: -55.0, -45.0, 0.0 kJ/mol
C flux from BC toward C layer, formula: -4.6366e-05 mol/(m^2 s)
Same flux, finite differences: -4.6366e-05 mol/(m^2 s)
Sheet source: 3.0e-05 mol/(m^2 s), uniform L, faces at -20 and -10 kJ/mol
Interior maximum with source: -7.517 kJ/mol
Cross test L_AA, L_BB, L_CC, L_CB: 1.0, 9.0, 1.0, 2.0 (units of L_CC)
Smallest eigenvalue of L: 0.5279 (units of L_CC)
C flux, diagonal L: -20.0 (kJ/mol) L_CC/d
C flux, with cross term: 30.0 (kJ/mol) L_CC/d
Dissipation with cross term: 4650.0 (kJ/mol)^2 L_CC/d
Threshold L_CB/L_CC: 0.800 (dimensionless)
```
